# How Long an Insulating Skin Survives on a Sputtering Target

**Q.** A metal target sputtered in a reactive gas grows an insulating skin. Ions charge the skin until it breaks down. A skin twice as thick withstands twice the voltage, so surely it lasts longer?

**A.** Let us first find what the charge does to the field. The skin is flat, has permittivity $\varepsilon$ and thickness $d$, and is much wider than it is thick. The metal lies below it, the plasma sheath above. Let $\sigma$ be the charge per area on the outer surface, $E$ the field in the skin and $E_s$ the sheath field just outside. Both fields are counted positive when they point towards the metal.

Draw a thin box around the charged surface. Through its lower face the displacement $\varepsilon E$ points out of the box; through its upper face $\varepsilon_0E_s$ points into it. Gauss's law gives

$$\varepsilon E-\varepsilon_0E_s=\sigma .$$

If the sheath term is small, $E=\sigma/\varepsilon$. The thickness is absent. Your doubled voltage is real, since the voltage across the skin is $Ed$, but the same charge produces it. In circuit terms, the capacitance per area is $\varepsilon/d$ and the breakdown voltage is $E_bd$, where $E_b$ is the dielectric strength. Their product, the critical charge per area, is $\varepsilon E_b$.

**Q.** You dropped the sheath field. There are hundreds of volts across the sheath and only a few across a thin skin.

**A.** The sheath is also far thicker, so its field is weak. To size it, take ions of mass $M$ and charge $q$ that enter nearly at rest, do not collide, and carry a current density $J_i$. Neglect electrons in the sheath. Let $x$ run from the plasma edge to the surface, $V(x)$ be the potential drop so far, and $F=dV/dx$ the field. The ion speed is $\sqrt{2qV/M}$, and the charge density is $J_i$ divided by that speed, so Poisson's equation reads

$$\frac{dF}{dx}=\frac{J_i}{\varepsilon_0}\sqrt{\frac{M}{2qV}} .$$

Multiply by $F=dV/dx$. The left side becomes $d(F^2/2)/dx$, and the right side integrates with $\int V^{-1/2}dV=2\sqrt V$. With $F=0$ at the edge and a total drop $V_0$,

$$E_s^2=\frac{4J_i}{\varepsilon_0}\sqrt{\frac{MV_0}{2q}}=\frac{2J_i}{\varepsilon_0}\sqrt{\frac{2MV_0}{q}} .$$

For argon ions at $V_0=400$ V and $J_i=9.09$ mA/cm², this is 0.0061 MV/cm. Compare it with a skin of relative permittivity 4 and strength 5 MV/cm: $\varepsilon_0E_s$ is 0.03% of $\varepsilon E_b$. I therefore drop it.

**Q.** Your uniform field assumes a very wide charged sheet. What if only a small patch is charged?

**A.** Sum the Coulomb fields for a disc of radius $R$, uniformly charged, on a skin that itself extends further. A charge $Q$ on the boundary between skin and vacuum acts inside the skin like a charge $2\varepsilon Q/(\varepsilon+\varepsilon_0)$ in a uniform medium $\varepsilon$. The metal adds an image of opposite sign. The outer boundary reflects that image with the factor $k=(\varepsilon-\varepsilon_0)/(\varepsilon+\varepsilon_0)$, the metal reflects the result with reversed sign, and so on. The sources above the metal thus sit at heights $h_m=(2m+1)d$ with relative strengths $(-k)^m$, each with an opposite partner below.

On its axis, a disc with charge density $\sigma'$ has the field $(\sigma'/2\varepsilon)(1-h/\sqrt{h^2+R^2})$ at distance $h$. The partner doubles it at the metal. Hence, under the centre,

$$E=\frac{2\sigma}{\varepsilon+\varepsilon_0}\sum_{m=0}^{\infty}(-k)^m\left[1-\frac{h_m}{\sqrt{h_m^2+R^2}}\right].$$

For $R\to\infty$ the sum is $1/(1+k)=(\varepsilon+\varepsilon_0)/2\varepsilon$, and $E=\sigma/\varepsilon$ returns. For large finite $R$, the bracket is $1-h_m/R$ to first order. Using $\sum(2m+1)(-k)^m=(1-k)/(1+k)^2$, the fractional loss of field is

$$\frac dR\,\frac{1-k}{1+k}=\frac{d}{R}\,\frac{\varepsilon_0}{\varepsilon}.$$

A 5 nm skin with a charged patch of radius 1 µm loses 0.13%. Under the centre, thickness therefore matters little while $d\ll R$. The rim is different: if the charge ends abruptly there, the field along the surface grows with $d$ and can become comparable with $\sigma/\varepsilon$. The formulas here do not cover breakdown that starts at such a rim.

**Q.** Then the time is the critical charge divided by the arriving ion current?

**A.** Not quite. An arriving ion takes an electron from the surface to become neutral and leaves one positive charge behind. If it also releases $\gamma$ secondary electrons on average, and these escape to the plasma, it leaves $\gamma$ further charges. The charging current density is therefore

$$J=(1+\gamma)J_i .$$

It is also the discharge current density at that place, since ions moving in and electrons moving out carry current in the same direction. With no leakage, $\varepsilon\,dE/dt=J$. Starting from an uncharged skin with constant $J$, we have $E=Jt/\varepsilon$, and $E_b$ is reached at

$$\boxed{t_b=\frac{\varepsilon E_b}{J}=\frac{\varepsilon E_b}{(1+\gamma)J_i}} .$$

This holds for any $d$ much smaller than the width of the charged area, as long as leakage is negligible, the mean field decides breakdown, and $E_b$ and $J$ do not themselves depend on $d$. The factor $1+\gamma$ asks for more. A patch of radius $R$ at a potential $Ed$ above its surroundings has a field of about $Ed/R$ above its centre, directed against the sheath field. At breakdown the secondary electrons leave freely only if $R$ exceeds about $E_bd/E_s$, some $800\,d$ for the values above. On a narrower patch slow secondaries are pulled back, and $J$ falls towards $J_i$.

**Q.** Put numbers in, for a target somebody might run.

**A.** Take a conducting boron carbide target sputtered by direct current in argon and nitrogen. I treat its nitrided skin as hexagonal boron nitride (hBN) with planes parallel to the surface. Rough values are a relative permittivity of 4, a strength of 5 MV/cm, $J=10$ mA/cm² and $\gamma=0.1$, so that $J_i=10/1.1=9.09$ mA/cm². The critical charge is

$$\varepsilon E_b=4\,(8.854\times10^{-14}\ \text{F/cm})(5\times10^{6}\ \text{V/cm})=1.77\ \mu\text{C/cm}^2,$$

and the time is

$$t_b=\frac{1.77\ \mu\text{C/cm}^2}{0.010\ \text{A/cm}^2}=177\ \mu\text{s}.$$

Dividing by the ion current alone would give 195 µs, too long by 10%. At breakdown a 5 nm skin carries 2.5 V.

**Q.** Ions arrive one at a time. Does a small patch follow this smooth law?

**A.** I simulated a disc of radius 1 µm, with random ion arrivals and a 10% chance that each ion releases an electron. The charge collected so far was spread evenly over the disc, and the field under the centre came from the image sum. The run therefore tests random arrival times and random electron release. It lets every released electron escape, which overstates the charging of so small a patch: at $t_b$ the barrier on the axis is about 1.2 eV for a 5 nm skin and 22 eV for a 50 nm skin, so the thicker patch would charge at nearly the rate of the ion current alone. It leaves out random positions, which make the local field uneven. Suppose the charges stay where they land, and take a rough relative permittivity of 7 along the hBN planes. The field at the metal at $t_b$ then scatters about its mean by roughly 14% (root mean square) for a 5 nm skin and 1.4% for a 50 nm skin. The formula describes the mean field. If local peaks start the breakdown, a thin skin fails sooner: within an area of 1 µm², the highest field at the metal reaches $E_b$ at 40 to 50% of $t_b$ for 5 nm, but only some 4% early for 50 nm. One run gave 177.2 µs for a 5 nm skin and 179.8 µs for a 50 nm skin. The second is 1.5% above $t_b$. The edge formula accounts for about 1.3% of this, since $d/4R=50/4000$. The rest is comparable with the counting noise: some $3\times10^5$ ions are needed, whose relative scatter is about 0.2%.

**Q.** The ions also sputter the skin while they charge it. Is $d$ even constant?

**A.** It changes very little. The ion dose during $t_b$ is $J_it_b/q=1.0\times10^{13}$ per cm². With one atom removed per ion and $10^{23}$ atoms per cm³, both rough values, the loss is 0.001 nm.

**Q.** Now make the skin very thick. Its surface cannot rise in potential for ever.

**A.** That sets an upper limit. Let $V_0$ now be the fixed potential of the plasma above the metal. The sheath keeps $V_s=V_0-Ed$. Consider a local patch wider than the sheath, which is about 0.9 mm thick here. Above a narrower patch, the surrounding metal at cathode potential holds plasma electrons back, and the limit derived below does not apply. I assume that the surrounding plasma fixes the ion flux, so $J_i$ does not depend on $V_s$, and I hold $\gamma$ constant. As $V_s$ falls, plasma electrons begin to reach the surface. With a Maxwellian electron temperature $T_e$ expressed in volts, their current varies as $e^{-V_s/T_e}$. It balances $J$ at the floating sheath voltage $V_f$, so

$$\varepsilon\frac{dE}{dt}=J\left[1-e^{-(V_s-V_f)/T_e}\right].$$

To find $V_f$, let $n$ be the plasma density and $m_e$ the electron mass. Equate the electron flux $n\sqrt{qT_e/2\pi m_e}\,e^{-V_f/T_e}$ to $(1+\gamma)$ times the ion flux at the sheath edge, $e^{-1/2}n\sqrt{qT_e/M}$:

$$V_f=T_e\ln\frac{\sqrt{M/2\pi m_e}}{e^{-1/2}(1+\gamma)} .$$

For argon and $T_e=3$ V this is 15.3 V. Now put $u=V_s-V_f$. Since $du=-d\,dE$,

$$dt=-\frac{\varepsilon}{Jd}\,\frac{du}{1-e^{-u/T_e}} .$$

The integral of $1/(1-e^{-u/T_e})$ is $u+T_e\ln(1-e^{-u/T_e})$. Between $u_0=V_0-V_f$ and $u_1=u_0-E_bd$ this gives

$$t=\frac{\varepsilon E_b}{J}+\frac{\varepsilon T_e}{Jd}\ln\frac{1-e^{-u_0/T_e}}{1-e^{-u_1/T_e}} .$$

The second term diverges as $u_1\to0$. Breakdown therefore requires

$$d<\frac{V_0-V_f}{E_b}.$$

With $V_0=400$ V the limit is 769 nm. At 99% of it the final sheath voltage is only 3.8 V above $V_f$, yet the time is still 177.5 µs. Here the returning electrons lengthen the time noticeably only when this margin is well below $T_e$. A thicker skin floats without reaching $E_b$. The electron flux used for $V_f$ ignores magnetic fields. In a magnetron, the field along the target holds electrons back and lowers $V_f$, but the limit changes little: $V_f=0$ would give 800 nm.

**Q.** You let the plasma fix the current. Suppose the whole target is coated and the supply holds the voltage.

**A.** Then $J$ is not constant, and thickness returns. Model the discharge by a current density $J(V_s/V_0)^n$, where $J$ is now the initial value and $n$ is a number, no longer the plasma density. Leave out returning electrons. With $y=Ed/V_0$ and $x=E_bd/V_0$,

$$t=\frac{\varepsilon V_0}{Jd}\int_0^x\frac{dy}{(1-y)^n}
=\frac{\varepsilon V_0}{(n-1)Jd}\left[(1-x)^{1-n}-1\right].$$

For small $x$, $(1-x)^{1-n}=1+(n-1)x+\tfrac12n(n-1)x^2+\dots$, so

$$t=t_b\left(1+\tfrac12nx+\dots\right).$$

Take $n=8$ as an assumed value, and keep $V_0$ and the initial $J$ fixed. A 5 nm skin has $x=2.5/400$ and lasts 182 µs, 2.5% longer than $t_b$. A 100 nm skin has $x=50/400$ and lasts 313 µs. A supply that holds the current density at the skin constant restores the simple result.

**Q.** No insulator is perfect. Where does leakage enter?

**A.** For a constant resistivity $\rho$, the balance is $\varepsilon\,dE/dt=J-E/\rho$. Starting from zero, its solution is $E=J\rho(1-e^{-t/\varepsilon\rho})$. Setting $E=E_b$ gives

$$t=-\varepsilon\rho\ln\left(1-\frac{E_b}{J\rho}\right).$$

The field levels off at $J\rho$, so breakdown requires $\rho>E_b/J$. This threshold is also independent of thickness. Here it is $5\times10^8$ Ω cm, and at ten times that value the time is 187 µs.

**Q.** At 5 MV/cm the resistivity will hardly stay constant.

**A.** It need not. In the Poole–Frenkel picture, an electron leaves a positively charged trap over a barrier that the field lowers. With $\varepsilon_{\rm opt}$ the optical permittivity, its potential energy at distance $r$ along the easy direction is

$$U(r)=-\frac{q^2}{4\pi\varepsilon_{\rm opt}r}-qEr .$$

The maximum lies at $r^2=q/(4\pi\varepsilon_{\rm opt}E)$. There both terms are equal, and the lowering, in volts, is

$$\Delta=2\sqrt{\frac{qE}{4\pi\varepsilon_{\rm opt}}}=\sqrt{\frac{qE}{\pi\varepsilon_{\rm opt}}} .$$

For simplicity, take an isotropic film with a relative optical permittivity of 3. This gives 0.98 V at $E_b$, hence a lowering of 0.98 eV. Let the leakage be $q\mu NE\,e^{-q(\phi_t-\Delta)/k_BT}$, with mobility $\mu$, trap density $N$ and trap depth $q\phi_t$. It equals $J$ at $E_b$ when

$$\phi_t=\Delta+\frac{k_BT}{q}\ln\frac{q\mu NE_b}{J}.$$

With assumed values of 0.01 cm²/Vs, $10^{19}$ per cm³ and 400 K, the critical depth is 1.53 eV. In this formula, shallower traps carry away all the current before $E_b$ is reached. For a depth of 1.7 eV the leakage over the barrier at $E_b$ is 0.7% of $J$, and by itself it would delay breakdown by 0.04%.

These figures illustrate the mechanism and are not bounds. The formula assumes many traps across the film, refilled as they empty. At $10^{19}$ per cm³ the mean spacing is 4.6 nm, so a 5 nm skin is too thin for it. The formula gives every direction of escape the full lowering, which overstates the leakage. It also leaves out tunnelling through the barrier, which understates it and dominates at 5 MV/cm and 400 K. For tunnelling masses between half and one electron mass, WKB estimates for the 1.7 eV trap range from about 0.002 $J$ to several tens of $J$, depending on the mass, the excited levels of the trap and the treatment of escape directions; a lighter mass gives far more. The low end averages over directions, and the same average brings the leakage over the barrier down to about 0.0002 $J$.

The layers of hBN matter too. When they lie parallel to the surface, the trap's potential along the field is set by the optical permittivity in the planes, roughly 5. The formula then gives a lowering of 0.76 eV and a critical depth of 1.31 eV. The simple picture therefore does not predict whether a particular film reaches $E_b$.

**Q.** And a very thin skin? Electrons should tunnel from the metal to the positive surface.

**A.** They do, and this sets a lower limit to the formula. Consider metal electrons whose energy of motion normal to the surface lies $w$ below the Fermi level. At low temperature their transverse energy ranges up to $w$, which supplies a factor $2\pi m_ew$ in momentum space. With two spins per $h^3$ and all surface states taken as empty,

$$J_t=\frac{4\pi m_eq}{h^3}\int_0^\infty w\,T(w)\,dw .$$

The upper limit may be infinite because $T$ falls rapidly with $w$. For a barrier $\phi$ (an energy) and tunnelling mass $m^*$, the WKB transmission is

$$T=\exp\left[-\frac2\hbar\int\sqrt{2m^*(\phi+w-qE_bz)}\,dz\right],$$

where $z$ runs from the metal to the outer surface, or to the point where the root vanishes if that comes first. Boron carbide is a p-type semiconductor, but I treat it here as a metal. With $10^{19}$ holes per cm³ and a relative permittivity of 10, both assumed, a depletion layer in the target would take a further 1.1 V at breakdown. The field in the skin, set by the surface charge, would stay the same. I evaluated the integral over $w$ numerically for an assumed barrier of 3 eV and half the free-electron mass. In a uniform field $E_b$, tunnelling takes 1% of $J$ at a thickness of 2.6 nm, and at 5 nm it is about $4\times10^{-10}$ mA/cm². The uneven field of single charges raises the mean current. A WKB estimate along straight paths, with charges placed at random, puts the 1% mark at about 3 nm and gives between $10^{-6}$ and $10^{-4}$ mA/cm² at 5 nm, which is still negligible here.

For this assumed barrier and mass, the no-leakage assumption starts to fail at about 3 nm. The mark depends strongly on both. With the image force and 400 K included, a quarter of the electron mass moves it to about 4.3 nm. A 2 eV barrier lets field emission carry 0.5% of $J$ at both 5 and 20 nm, or about 16% with image force and temperature, so that extra thickness no longer helps. Taking every surface state as empty overstates the current. Leaving out temperature and the image force on the electron understates it.

**Q.** How far would you trust 177 µs on a real target?

**A.** As an order of magnitude. The current density, voltage and strength are rough typical values, and a skin grown on boron carbide may contain carbon, which I ignored. If the hBN planes stood upright, with a rough relative permittivity of 7 and the same strength, the time would be 310 µs. This shows the effect of permittivity alone, because the strength of hBN also depends on direction. Strength may also depend on thickness. Across 5 nm in the mean field an electron gains at most 2.5 eV, less than the band gap of hBN, about 6 eV, so it cannot free further electrons across the gap, and a strength measured on thick films may not apply. If the strength fell as $d^{-0.3}$, an assumed law, a 50 nm skin would last half as long as a 5 nm one at the same $J$. Real skins have weak spots, and $t_b$ falls in proportion to the local strength. In a magnetron the current density is also uneven, so $J$ must be the local value and not the average over the target.

For pulsed operation with constant $J$ and no leakage, $t_b$ is the longest negative pulse the model allows, provided that each reversal returns the surface charge to zero. Positive charge left over shortens the next permissible pulse: with a residual charge $\sigma_r$ per area, $t=(\varepsilon E_b-\sigma_r)/J$. The reversal must not last too long either. Electrons can then charge the surface negatively, and if the strength is the same in both directions, a reverse voltage of $E_bd$ across the skin, only 2.5 V at 5 nm, breaks it down. A working pulse should be shorter still, by a margin that covers the weakest spot, the highest local current and, in a skin of a few nanometres, the uneven field of single charges.
